\section*{The Mott–Bethe relation and forward electron scattering by neutral atoms}

\section*{Problem}

An electron with wave vector $\mathbf k$ scatters elastically from a neutral atom. The nucleus is a fixed point charge $Z$. The $Z$ atomic electrons have a spherical number density $\rho(r)$ that decays exponentially at large $r$ and is not disturbed by the projectile. Relativity and exchange between the projectile and the atomic electrons are neglected.

Hartree atomic units are used: $\hbar=m=e=4\pi\varepsilon_0=1$, so that lengths are in units of the Bohr radius $a_0$. The scattering amplitude $f$ is defined by the wave function far from the atom,
\begin{equation}
\psi(\mathbf r)\to e^{i\mathbf k\cdot\mathbf r}+f\,\frac{e^{ikr}}{r},
\qquad \frac{d\sigma}{d\Omega}=|f|^2 .
\label{asym}
\end{equation}
The scattered wave vector $\mathbf k'$ has length $k$ and makes the angle $\theta$ with $\mathbf k$. Let $\mathbf q=\mathbf k-\mathbf k'$ and
\[
F(q)=\int\rho(r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r,\qquad F(0)=Z .
\]

\begin{enumerate}
\item[(a)] Express $f$ in the first Born approximation through the potential energy $V(r)$ of the projectile.
\item[(b)] Show that $f(q)=2[Z-F(q)]/(a_0q^2)$, the Mott--Bethe relation.
\item[(c)] Show that $f(0)=Z\langle r^2\rangle/(3a_0)$, where $\langle r^2\rangle$ is the mean square radius per electron.
\item[(d)] Find $F(q)$, $f(q)$ and $f(0)$ for hydrogen in its ground state. Check $f(0)$ by integrating the potential directly.
\item[(e)] Examine large $q$, and decide whether $f(0)$ describes slow electrons.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Turn the Schr\"odinger equation into an integral equation with an outgoing spherical wave. Then replace $\psi$ under the integral by the incident wave.
\item[(b)] Apply the Laplacian to $V$ and use Poisson's equation. Two integrations by parts turn the Laplacian into a factor $-q^2$. Ask why the surface terms vanish.
\item[(c)] Average $e^{i\mathbf q\cdot\mathbf r}$ over directions and expand for small $q$. What does neutrality do to the first term?
\item[(d)] Differentiate $\int_0^\infty e^{-\alpha r}\sin qr\,dr$ with respect to $\alpha$.
\item[(e)] The variable $q$ vanishes in two ways: at $\theta=0$ for any $k$, and at any angle when $k\to0$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The Born amplitude}

The Schr\"odinger equation $-\tfrac12\nabla^2\psi+V\psi=\tfrac12k^2\psi$ can be written
\[
(\nabla^2+k^2)\psi=2V\psi .
\]
The function $G(r)=-e^{ikr}/(4\pi r)$ satisfies $(\nabla^2+k^2)G=\delta(\mathbf r)$. Away from the origin, $\nabla^2G=r^{-1}(rG)''=-k^2G$; near it $G\approx-1/(4\pi r)$, whose Laplacian is $\delta(\mathbf r)$. Hence the solution with an incident plane wave and outgoing scattered waves obeys
\[
\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}
-\frac1{2\pi}\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}
V(r')\psi(\mathbf r')\,d^3r' .
\]
Far away, $|\mathbf r-\mathbf r'|\approx r-\hat{\mathbf r}\cdot\mathbf r'$ in the phase and $|\mathbf r-\mathbf r'|\approx r$ in the denominator. With $\mathbf k'=k\hat{\mathbf r}$, comparison with \eqref{asym} gives
\[
f=-\frac1{2\pi}\int e^{-i\mathbf k'\cdot\mathbf r'}V(r')\psi(\mathbf r')\,d^3r' .
\]
The first Born approximation puts $\psi(\mathbf r')\approx e^{i\mathbf k\cdot\mathbf r'}$ here:
\begin{equation}
f(q)=-\frac1{2\pi}\int V(r)e^{i\mathbf q\cdot\mathbf r}\,d^3r .
\label{born}
\end{equation}
An attractive potential, $V<0$, gives $f(0)>0$. The length of $\mathbf q$ follows from
\[
q^2=2k^2-2k^2\cos\theta=4k^2\sin^2(\theta/2),\qquad q=2k\sin(\theta/2).
\]

\subsection*{(b) From the potential to the charge density}

The projectile is attracted by the nucleus and repelled by the electrons:
\[
V(r)=-\frac Zr+\int\frac{\rho(r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\]
We first check its range. A spherical shell of radius $s$ acts as a point charge at the centre when $r>s$, and gives the constant potential $1/s$ per unit charge when $r<s$. Therefore
\[
V=-\frac Zr+\frac1r\int_0^r4\pi s^2\rho(s)\,ds
+\int_r^\infty4\pi s\,\rho(s)\,ds .
\]
Neutrality means $Z=\int_0^\infty4\pi s^2\rho\,ds$. The part of this integral below $r$ cancels the second term, leaving
\begin{equation}
V(r)=-\int_r^\infty4\pi s^2\rho(s)
\left(\frac1r-\frac1s\right)ds .
\label{shell}
\end{equation}
The bracket is not negative, so $V$ is attractive or zero everywhere. Just the electrons outside $r$ contribute, so $V$ inherits the exponential decay of the density.

Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,
\[
\nabla^2V=4\pi Z\delta(\mathbf r)-4\pi\rho(r).
\]
Multiply by $e^{i\mathbf q\cdot\mathbf r}$ and integrate over all space. The right side gives $4\pi[Z-F(q)]$. On the left, two integrations by parts move the Laplacian onto the exponential. The surface terms contain $V$ and its gradient on a large sphere; both decay exponentially while the area grows as $r^2$, so these terms vanish. With $\nabla^2e^{i\mathbf q\cdot\mathbf r}=-q^2e^{i\mathbf q\cdot\mathbf r}$,
\[
-q^2\int Ve^{i\mathbf q\cdot\mathbf r}\,d^3r=4\pi[Z-F(q)].
\]
Divide by $-q^2$ for $q\ne0$ and insert the result in \eqref{born}:
\begin{equation}
f(q)=-\frac1{2\pi}\left(-\frac{4\pi[Z-F(q)]}{q^2}\right)
=\frac{2[Z-F(q)]}{q^2}.
\label{mb}
\end{equation}

To restore units, note that the prefactor in \eqref{born} becomes $-m/(2\pi\hbar^2)$ and the transform of $V$ becomes $-e^2(Z-F)/(\varepsilon_0q^2)$. Thus
\[
f=\frac{me^2}{2\pi\varepsilon_0\hbar^2}\frac{Z-F}{q^2}
=\frac{2}{a_0}\frac{Z-F}{q^2},
\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.
\]
The difference $Z-F$ has a direct meaning: it is the Fourier transform of the total charge density, nucleus plus electrons. The factor $1/q^2$ comes from the Coulomb interaction.

\subsection*{(c) The forward limit}

Let $u$ be the cosine of the angle between $\mathbf q$ and $\mathbf r$. The average over directions is
\[
\frac12\int_{-1}^{1}e^{iqru}\,du=\frac{\sin qr}{qr}
=1-\frac{q^2r^2}{6}+\frac{q^4r^4}{120}-\cdots .
\]
Define $Z\langle r^n\rangle=\int r^n\rho\,d^3r$. Integrating the expansion with the density gives
\[
F(q)=Z-\frac{q^2}{6}Z\langle r^2\rangle
+\frac{q^4}{120}Z\langle r^4\rangle-\cdots .
\]
The leading $Z$ cancels the nuclear charge in \eqref{mb}. What remains starts at order $q^2$ and removes the apparent pole:
\begin{equation}
f(q)=\frac{Z\langle r^2\rangle}{3}
-\frac{q^2Z\langle r^4\rangle}{60}+\cdots,
\qquad f(0)=\frac{Z\langle r^2\rangle}{3a_0}.
\label{forward}
\end{equation}
In the last expression $a_0$ is restored: $\langle r^2\rangle$ is an area, and division by $a_0$ gives a length.

The same limit follows without dividing by $q^2$. At $q=0$, \eqref{born} reads $f(0)=-2\int_0^\infty r^2V\,dr$. Insert \eqref{shell} and exchange the order of integration. For a given shell $s$, the variable $r$ runs from $0$ to $s$:
\begin{align*}
f(0)&=2\int_0^\infty4\pi s^2\rho(s)
\left[\int_0^s\left(r-\frac{r^2}{s}\right)dr\right]ds\\
&=2\int_0^\infty4\pi s^2\rho(s)
\left(\frac{s^2}{2}-\frac{s^2}{3}\right)ds
=\frac13\int_0^\infty4\pi s^4\rho(s)\,ds .
\end{align*}
This is $Z\langle r^2\rangle/3$ again. It also shows why outer electrons count heavily: an electron at radius $s$ leaves one unit of nuclear charge unscreened throughout a sphere of radius $s$.

\subsection*{(d) Hydrogen}

The ground-state density is $\rho=e^{-2r}/\pi$, so
\[
F(q)=\int_0^\infty4\pi r^2\frac{e^{-2r}}{\pi}
\frac{\sin qr}{qr}\,dr
=\frac4q\int_0^\infty re^{-2r}\sin qr\,dr .
\]
Start from $\int_0^\infty e^{-\alpha r}\sin qr\,dr=q/(\alpha^2+q^2)$. Applying $-d/d\alpha$ to both sides gives
\[
\int_0^\infty re^{-\alpha r}\sin qr\,dr
=\frac{2\alpha q}{(\alpha^2+q^2)^2}.
\]
At $\alpha=2$ this is $4q/(4+q^2)^2$. Hence
\[
F(q)=\frac{16}{(4+q^2)^2},\qquad
1-F(q)=\frac{(4+q^2)^2-16}{(4+q^2)^2}
=\frac{q^2(8+q^2)}{(4+q^2)^2},
\]
and \eqref{mb} with $Z=1$ becomes
\begin{equation}
f(q)=\frac{2(8+q^2)}{(4+q^2)^2}.
\label{hyd}
\end{equation}
At $q=0$ this is $16/16=1$. In ordinary units,
\[
f(0)=a_0=0.529\ \text{\AA}.
\]
The moment formula agrees. Using $\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}$,
\[
\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}\,dr
=4\,\frac{24}{32}=3,\qquad f(0)=\frac33=1 .
\]

For the direct check, \eqref{shell} gives
\[
V=-\frac4r\int_r^\infty s^2e^{-2s}\,ds
+4\int_r^\infty se^{-2s}\,ds .
\]
Integration by parts yields
\begin{align*}
\int_r^\infty se^{-2s}\,ds&=e^{-2r}\left(\frac r2+\frac14\right),\\
\int_r^\infty s^2e^{-2s}\,ds&=e^{-2r}\left(\frac{r^2}{2}+\frac r2+\frac14\right).
\end{align*}
Therefore
\[
V=e^{-2r}\left[-2r-2-\frac1r+2r+1\right]
=-\left(1+\frac1r\right)e^{-2r},
\]
and
\[
f(0)=-2\int_0^\infty r^2V\,dr
=2\int_0^\infty(r^2+r)e^{-2r}\,dr
=2\left(\frac14+\frac14\right)=1 .
\]

\subsection*{(e) Large momentum transfer, fast and slow electrons}

When $q$ is large, the exponential in $F$ oscillates rapidly across the electron cloud and $F\to0$. The nucleus, taken as a point, still contributes $Z$. Thus
\[
f\to\frac{2Z}{q^2},\qquad
\frac{d\sigma}{d\Omega}\to\frac{4Z^2}{q^4}
=\frac{Z^2}{4k^4\sin^4(\theta/2)},
\]
which is Rutherford scattering from the bare nucleus. For hydrogen at $q=20$, the ratio of $f$ to $2/q^2$ is $0.9999$.

Now take $k=10$, an energy of $k^2/2=50$ hartree. The speed is $0.073$ of the speed of light. At $q=1$, for example,
\[
\theta=2\arcsin\frac{1}{20}=5.73^\circ,\quad
F=\frac{16}{25}=0.640,\quad
f=2(1-0.640)=0.720 .
\]
The table compares the Born amplitude with a partial-wave solution for the same static potential. That solution does not use the Born approximation.

\begin{center}
\begin{tabular}{ccccc}
$q$ & $\theta$ (deg) & $F$ & Born $f$ & full $|f|$\\
0.0 & 0.00 & 1.0000 & 1.0000 & 1.0009\\
0.5 & 2.87 & 0.8858 & 0.9135 & 0.9144\\
1.0 & 5.73 & 0.6400 & 0.7200 & 0.7209\\
2.0 & 11.48 & 0.2500 & 0.3750 & 0.3759\\
4.0 & 23.07 & 0.0400 & 0.1200 & 0.1207
\end{tabular}
\end{center}

Relative to the Born value, the difference in magnitude grows from about $0.1\%$ at $q=0$ to $0.6\%$ at $q=4$. The complex amplitudes differ more. In the forward direction the full value is $0.999+0.058i$, whereas the Born value is real. The imaginary part enters the magnitude only through its square and adds about $0.058^2/2=0.0017$. This small amount is still enough to lift $|f|$ from just below the Born value to just above it.

The size of this imaginary part can be understood. In terms of phase shifts $\delta_l$,
\[
f(0)=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l,\qquad
\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l,
\]
so $\operatorname{Im}f(0)=k\sigma/(4\pi)$. We estimate $\sigma$ from the Born amplitude. Since $q^2=2k^2(1-\cos\theta)$, we have $d\Omega=2\pi q\,dq/k^2$. For large $k$ the upper limit $2k$ may be replaced by infinity. With $x=4+q^2$,
\begin{align*}
\sigma&\approx\frac{2\pi}{k^2}\int_0^\infty f^2q\,dq
=\frac{4\pi}{k^2}\int_4^\infty\frac{(x+4)^2}{x^4}\,dx\\
&=\frac{4\pi}{k^2}\left(\frac14+\frac14+\frac1{12}\right)
=\frac{7\pi}{3k^2}.
\end{align*}
Hence $\operatorname{Im}f(0)\approx7/(12k)$ at leading order. This gives $0.058$ at $k=10$ and $0.117$ at $k=5$, close to the partial-wave values $0.058$ and $0.117$. At $k=5$ the three-digit match is partly accidental: keeping the upper limit $2k$ in the Born integral gives $0.115$. The missing part of the amplitude shrinks as the electron becomes faster.

Slow electrons are different. At zero energy the full static hydrogen potential gives $f=9.45$, while \eqref{born} still gives $1$. The cross section is then too small by a factor of about $89$. The fault lies in replacing $\psi$ by a plane wave: the actual potential distorts the slow wave strongly. If the potential is multiplied by a small factor $\lambda$, the Born result is recovered. The zero-energy amplitudes at $\lambda=\pm0.01$ give a slope $df/d\lambda$ of $1.0001$.

Thus, within the static model, $f(0)=a_0$ is the value that the forward amplitude approaches as the electron becomes fast; it is not a prediction for a slow one. The comparison at $k=10$ tests the static potential only. For a real atom the cross section in $\operatorname{Im}f(0)=k\sigma/(4\pi)$ also includes excitation and ionization, which the static model omits, so the close agreement found here does not carry over to forward scattering from real hydrogen. Nor is $9.45$ a prediction for a real slow collision, since the static model omits exchange and the polarization of the atom.

\section*{Variation 1: a one-electron ion}

\textit{A single $1s$ electron is bound to a nucleus of charge $Z>1$. What replaces the finite forward limit?}

The net charge is $Z-1$. Separate its Coulomb potential from the rest:
\[
V=-\frac{Z-1}{r}+V_0,\qquad
V_0=-\frac1r+\int\frac{\rho(r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\]
The part $V_0$ belongs to a neutral charge distribution, so part (b) gives its contribution as $2(1-F)/q^2$. The Coulomb tail violates the short-range assumption of part (a). We define its Born amplitude by inserting $e^{-\mu r}$ and letting $\mu\to0$ at fixed $q>0$:
\[
\int\frac{e^{-\mu r}}r e^{i\mathbf q\cdot\mathbf r}\,d^3r
=\frac{4\pi}{q}\int_0^\infty e^{-\mu r}\sin qr\,dr
=\frac{4\pi}{q^2+\mu^2}\to\frac{4\pi}{q^2}.
\]
Multiplication by $(Z-1)/(2\pi)$ gives $2(Z-1)/q^2$. The sum of both parts is $2(Z-F)/q^2$, the same form as before, but now $F(0)=1$.

The density is $\rho=Z^3e^{-2Zr}/\pi$. Substituting $t=Zr$ reduces its moments to those of hydrogen, so $\langle r^2\rangle=3/Z^2$. For small $q$,
\[
F=1-\frac{q^2}{2Z^2}+\cdots,\qquad
f=\frac{2(Z-1)}{q^2}+\frac1{Z^2}+\cdots .
\]
The first term diverges in the forward direction because distant paths still feel the net charge. The size of the electron cloud survives as the finite correction $1/Z^2$. Setting $Z=1$ removes the divergence and returns the hydrogen result.

\section*{Variation 2: neon}

\textit{Use a Hartree--Fock density to find the forward Born amplitude of neon. Is it ten times that of hydrogen?}

A restricted Hartree--Fock calculation in the aug-cc-pVTZ basis gives $\langle r^2\rangle=0.9405$ per electron. From \eqref{forward},
\[
f(0)=\frac{10\times0.9405}{3}=3.135\,a_0=1.659\ \text{\AA}.
\]
The answer is no: neon has ten electrons, but their mean square radius is less than a third of hydrogen's. The amplitude is therefore about three times as large.

At $q=1$ the form factor is $F=8.632$, and
\[
f=2(10-8.632)=2.74 .
\]
At $q=4$, $F=2.774$ and $f=2(10-2.774)/16=0.903$. This is $72\%$ of the bare-nucleus value $2Z/q^2=1.25$. For hydrogen at the same $q$ the corresponding fraction is $1-F=96\%$. Neon's form factor per electron, $0.277$, is still far from zero there, so its electrons continue to screen the nucleus noticeably.

Integrating the neon potential directly gives the same amplitudes to the digits quoted here. This agreement tests the relation between potential and density, not the Born approximation for neon. The density itself omits electron correlation and is limited by the finite basis. Enlarging the basis towards the Hartree--Fock limit lowers $\langle r^2\rangle$ to about $0.937$, $f(0)$ to about $3.12\,a_0$ and $f$ at $q=1$ to $2.73$, while $f$ at $q=4$ and the $72\%$ fraction are unchanged. Correlation acts the other way and is larger: a coupled-cluster (CCSD) density in the aug-cc-pVTZ basis gives $f(0)\approx3.21\,a_0$. The four-figure values therefore describe this calculation; for the real atom they support only a forward Born amplitude of roughly $3\,a_0$.

\section*{Numbers as computed}
\begin{verbatim}
Bohr radius a0 = 0.529177 angstrom
SI prefactor times a0 = 2.000000 (no unit)
HYDROGEN, ground state
mean r^2 = 3.000000 a0^2
mean r^4 = 22.500000 a0^4
f(0) from potential = 1.000000 a0 = 0.529177 angstrom
forward Born cross section = 1.000000 a0^2 per steradian
q^2 f/2 at q = 20 per a0: 0.999902 (no unit)
incident wave number k = 10.0 per a0
incident energy = 50.0 hartree
incident speed / speed of light = 0.0730
q [1/a0], angle [deg], F, Born f [a0], partial-wave |f| [a0]
 0.0    0.000  1.000000  1.000000  1.000859
 0.5    2.865  0.885813  0.913495  0.914375
 1.0    5.732  0.640000  0.720000  0.720876
 2.0   11.478  0.250000  0.375000  0.375891
 4.0   23.074  0.040000  0.120000  0.120711
Forward amplitude of the full static hydrogen potential:
k = 5.0 per a0: real 0.99665 a0, imaginary 0.11707 a0
k = 10.0 per a0: real 0.99915 a0, imaginary 0.05838 a0
zero energy, full static potential: f = 9.447 a0
weak-potential strength factor = 0.01 (no unit)
zero-energy f per unit strength, weak limit = 1.0001 a0
NEON, RHF/aug-cc-pVTZ
total energy = -128.533273 hartree
nuclear charge Z = 10
mean r^2 per electron = 0.94049 a0^2
f(0) from mean r^2 = 3.1350 a0 = 1.6590 angstrom
f(0) from potential = 3.1350 a0
q [1/a0], F, f from relation [a0], f from potential [a0]
 0.5   9.62182   3.02542   3.02542
 1.0   8.63164   2.73673   2.73673
 2.0   6.06094   1.96953   1.96953
 4.0   2.77433   0.90321   0.90321
\end{verbatim}
